Angular Spread of Ions Entering a Low-k Trench

**Problem**

A nitrogen plasma stands above a wafer carrying a long trench in a low-k dielectric. N₂⁺ ions arrive with directed energy E = 200 eV along the surface normal. Their motion parallel to the surface is thermal, with transverse temperature T = 0.05 eV. The trench is d = 200 nm deep and w = 50 nm wide.

(a) What is the root-mean-square angle of the ions from the normal, projected on the plane that cuts across the trench?

(b) What fraction of the ions reaches the trench bottom without touching a wall, what is the same fraction for the plasma electrons, and what does the difference do to an insulating trench?

Conventions: z points along the normal toward the wafer, x across the trench and y along it. T stands for k_B times the temperature and is an energy; 0.05 eV corresponds to 580 K. The directed energy is E = mv_z²/2 at the wafer, with m the ion mass.

**A tempting solution to (a), which is wrong**

The thermal energy of the transverse motion is T and the directed energy is E. Velocities go as the square roots of energies, so

v_transverse / v_z = √(T/E) = √(0.05/200) = 0.0158,

and the angular spread is 0.0158 rad, or 0.91 degrees.

**Where the fault lies**

The first sentence is true, but of a different quantity. The transverse motion has two components, v_x and v_y, each with mean energy T/2. The energy T belongs to both together, so the ratio above describes the full tilt of the velocity away from the normal, in whatever direction it leans. The question asks for the projection on the x–z plane, where v_x alone counts. Motion along y carries an ion along the trench and not toward a wall.

**Solution to (a)**

The distribution of v_x is proportional to exp(−a v_x²), with a = m/(2T). Its mean square follows from the Gaussian integral

I(a) = ∫ exp(−a v²) dv = √π a^(−1/2), v from −∞ to ∞.

Each derivative with respect to a brings down a factor −v², so

⟨v_x²⟩ = −I′(a)/I(a) = (½ √π a^(−3/2)) / (√π a^(−1/2)) = 1/(2a) = T/m.

Between plasma and wafer lies the sheath, a thin layer that accelerates the ions. If it is planar and free of collisions, its field points along z. Then m dv_x/dt = 0, and v_x keeps its thermal value. Along z, the work done by the field gives

mv_z²/2 = E₀ + eV,

where E₀ is the energy at the sheath edge and V the voltage across the sheath. In a steady field only the total voltage enters, not the shape of the field. For an electron temperature T_e = 3 eV, ions that enter at the Bohm speed √(T_e/m) have E₀ = T_e/2 = 1.5 eV, and V = 198.5 V makes up the 200 eV.

The projected angle obeys tan θ = u, with slope u = v_x/v_z. Since v_z = √(2E/m) is the same for all ions in this model, u is Gaussian with mean square

s² = ⟨v_x²⟩/v_z² = (T/m)/(2E/m) = T/(2E).

The mass cancels. For small angles θ ≈ u, so

θ_rms ≈ s = √(T/(2E)) = √(0.05/400) = √(1.25 × 10⁻⁴) = 0.01118 rad = **0.64 degrees**.

In velocities, for a mass of 28 u, this is 415 m/s across against 37 100 m/s along the normal.

The small-angle step can be checked by keeping the next term. From θ = u − u³/3 + … follows θ² = u² − 2u⁴/3 + …. The second derivative of I(a) gives

⟨v_x⁴⟩ = I″(a)/I(a) = 3/(4a²) = 3(T/m)²,

so ⟨u⁴⟩ = 3s⁴. Therefore

⟨θ²⟩ ≈ s² − 2s⁴ = s²(1 − 2s²), and θ_rms ≈ s(1 − s²).

The relative correction is −s² = −1.25 × 10⁻⁴, which is negligible here.

The tempting answer can now be placed. The squared slope of the full tilt is (v_x² + v_y²)/v_z², with mean 2s² = T/E. Its root, √2 s, gives 0.91 degrees: the rms polar angle. A quoted ion angle therefore needs its convention stated.

At fixed T the spread falls as 1/√E, so four times the directed energy halves it. At fixed E it grows as √T.

**Solution to (b): the ions**

Let ions enter the trench mouth at uniformly distributed positions and travel in straight lines. While falling through the depth d, an ion of slope u moves sideways by d|u|. It strikes a wall if it entered within that distance of the wall it is heading for. The probability is d|u|/w = A|u|, with aspect ratio A = d/w = 4, as long as A|u| is below one. The mean of |u| is

⟨|u|⟩ = (2/(s√(2π))) ∫₀^∞ u exp(−u²/(2s²)) du = (2/(s√(2π))) s² = s√(2/π).

The fraction lost to the walls is then

A s √(2/π) = 4 × 0.01118 × 0.798 = 0.0357.

So 3.6 % of the ions strike a wall and 96.4 % reach the bottom directly. The rms sideways shift at the bottom is ds = 200 nm × 0.01118 = 2.2 nm, small beside the width of 50 nm.

The formula needs As well below one. In a much deeper trench some ions have A|u| above one, and the formula then assigns them a probability greater than one. For A = 60 and the same s it gives a loss of 53.5 %, whereas numerical integration over entry positions and slopes gives 49.5 %.

**Solution to (b): the electrons**

Take the electrons in the plasma as Maxwellian and isotropic. Measured in units of √(T_e/m_e), with m_e the electron mass, their flux toward the wafer is distributed as

v_z exp(−(v_x² + v_z²)/2) dv_x dv_z, v_z > 0.

The sheath repels them, but it does not change this form. It lowers v_z² by a constant, so v_z dv_z is unchanged and the exponential acquires only a constant factor. Fewer electrons arrive, with the same distribution of directions.

Put v_x = u v_z, so that dv_x = v_z du, and integrate over v_z:

∫₀^∞ v_z² exp(−v_z²(1 + u²)/2) dv_z = √(π/2) (1 + u²)^(−3/2).

Because (1 + u²)^(−3/2) integrates to 2 over all u, the normalized slope distribution is p(u) = ½(1 + u²)^(−3/2). An electron reaches the bottom directly with probability 1 − A|u| if |u| < 1/A, and otherwise not at all. Adding both signs of u,

F_e = ∫₀^(1/A) (1 − Au)(1 + u²)^(−3/2) du

= [(u + A)/√(1 + u²)] from 0 to 1/A

= (1/A + A) · A/√(1 + A²) − A

= √(1 + A²) − A.

For A = 4 this is √17 − 4 = 0.123. Only 12.3 % of the electrons arrive directly, against 96.4 % of the ions.

A constant 198.5 V would stop practically all electrons at T_e = 3 eV. Under a radio-frequency bias they arrive in the short part of each cycle when the sheath voltage is low. Suppose that in this way the trench mouth receives equal ion and electron fluxes on time average, and that the walls hold the charge that strikes them. Before any potential has built up, the bottom then collects 7.8 times as many ions as electrons and charges positively, while the walls collect an excess of electrons. This is electron shading. If the bottom is a conductor connected to a transistor gate, the resulting potential can drive current through the gate insulator, which is one route to charging damage.

**How far the 0.64 degrees can be trusted**

*Collisions in the sheath.* To size them, the sheath thickness L is needed. Neglect the electrons in the sheath and the small entry energy, and let φ(z) be the voltage already fallen through at distance z from the sheath edge. With ion current density en√(T_e/m), where n is the density at the edge, Poisson's equation reads

φ″ = (en/ε₀) √(T_e/(2eφ)).

The trial form φ = V(z/L)^(4/3) has φ″ = (4V/(9L²)) (z/L)^(−2/3), and the right side has the same power of z. Equating the coefficients gives

L² = (4/9) (ε₀V/(en)) √(2eV/T_e).

With the Debye length λ_D = √(ε₀T_e/(e²n)), this is Child's law in the form

L = (√2/3) λ_D (2eV/T_e)^(3/4).

For n = 10¹¹ cm⁻³, λ_D = 0.041 mm and L = 0.75 mm. At 5 mTorr and 300 K, with a rough collision cross-section σ = 0.5 nm², the mean free path λ = k_B T_gas/(pσ) is 12.4 mm, where p is the pressure and T_gas the gas temperature. The collision probability is then 1 − exp(−L/λ) = 5.8 %. This is a low estimate, because the entry energy and the electrons neglected above both make the sheath thicker. The result for the angle describes the ions that do not collide: 94 % by this estimate, and somewhat fewer in a thicker sheath. An ion created by charge exchange inside the sheath falls through only part of the voltage, which widens its angle, but it starts with the gas temperature, 0.026 eV, which narrows it. Its spread exceeds 0.64 degrees only if less than about 103 V remains to be fallen through. The ions born near the wafer therefore form a wide-angle tail, while those born in the first 58 % of the sheath do not.

*Spread of the directed energy.* Let the energy vary as E + Δ sin α, with Δ = 50 eV and equal numbers of ions at every phase α. To leading order ⟨1/E⟩ rises by the factor 1 + Δ²/(2E²), and θ_rms by 1 + Δ²/(4E²) = 1.016, to 0.65 degrees. This Δ is illustrative and fits only a fast bias. For electrons to arrive as in (b), the sheath voltage must swing through nearly all of its 198.5 V. An ion crosses the sheath in about 3L/v_z ≈ 60 ns, so it averages over that swing only at frequencies of tens of MHz. At a bias of 2 MHz or below it follows most of the swing. The exact average ⟨1/E⟩ = 1/√(E² − Δ²) with Δ = 190 eV then gives about 1.1 degrees. Thermal motion along z matters less: it spreads the final energy by about √(2E₀T) = √(2 × 1.5 × 0.05) ≈ 0.39 eV.

*A charged trench.* Let the two walls differ by V_w = 1 V, an illustrative value, and take the field V_w/w = 0.2 MV/cm as uniform. It acts for a time d/v_z and gives v_x = eV_w d/(w m v_z). Hence

tan θ = v_x/v_z = eV_w A/(mv_z²) = eV_w A/(2E) = 4/400 = 0.010,

or 0.57 degrees, with a sideways shift of ½ × 200 nm × 0.010 = 1.0 nm. One volt thus tilts the ions by nearly as much as their thermal spread. The 0.64 degrees describes the ions before they feel the field of the charged walls; inside the trench, that charge can matter as much as the temperature.

**Beside a real process**

The density and pressure used here are rough values for a low-pressure, high-density etching plasma, and 200 eV belongs to a wafer under bias. The input T is itself uncertain. The value used lies above the 300 K of the gas, and collisions or sideways fields ahead of the sheath can raise it; a transverse temperature of 0.2 eV would double the angle to 1.3 degrees. In reactors that run at tens of mTorr the collisionless assumption fails: at 50 mTorr the mean free path falls to 1.2 mm, comparable with the sheath thickness found above, and a single Gaussian width no longer describes the arriving ions.

Numerical values quoted here were computed with a short program.
